# Residual bias of a uniform quantiser averaged with half a step of noise: a program that tests the result

```python
"""Mean error of a uniform quantiser after unlimited averaging.

Result under test: with Gaussian noise of rms s = 1/2 step added before the
quantiser, the worst mean error is exp(-pi^2/2)/pi = 0.0023 step, whereas
without noise it is 1/2 step.
Symbols: x = constant input, s = noise rms, both in quantiser steps;
bias b(x) = E[round(x + noise)] - x;
harmonic amplitude a_k = exp(-2 pi^2 k^2 s^2) / (pi k).
The example is a stylus profilometer with rough typical parameters.
"""
import numpy as np
from scipy.special import ndtr


def exact_moments(x, s):
    """Bias and variance of one reading from the cell probabilities."""
    x = np.atleast_1d(np.asarray(x, dtype=float))
    centre = np.rint(x)
    offset = (x - centre)[:, None]
    codes = np.arange(-12, 13)[None, :]
    prob = ndtr((codes + 0.5 - offset) / s) - ndtr((codes - 0.5 - offset) / s)
    mean = (codes * prob).sum(axis=1)
    second = (codes**2 * prob).sum(axis=1)
    return mean - offset[:, 0], second - mean**2


def amplitude(k, s):
    return np.exp(-2 * np.pi**2 * k**2 * s**2) / (np.pi * k)


def series_moments(x, s, terms=60):
    """Bias and variance of one reading from the Fourier formulas."""
    k = np.arange(1, terms + 1)[None, :]
    phase = 2 * np.pi * k * np.asarray(x)[:, None]
    signed = (-1.0)**k * amplitude(k, s)
    bias = (signed * np.sin(phase)).sum(axis=1)
    slope = (signed * 2 * np.pi * k * np.cos(phase)).sum(axis=1)
    error_sq = 1 / 12 + (signed * np.cos(phase) / (np.pi * k)).sum(axis=1)
    return bias, s**2 + 2 * s**2 * slope + error_sq - bias**2


grid = np.linspace(-0.5, 0.5, 4001)
s0 = 0.5

# Fourier formulas against the definition, also where many harmonics count
for s in (0.1, 0.2, 0.3, 0.5, 0.7):
    b_def, v_def = exact_moments(grid, s)
    b_ser, v_ser = series_moments(grid, s)
    assert np.max(np.abs(b_def - b_ser)) < 1e-12
    assert np.max(np.abs(v_def - v_ser)) < 1e-11

# Worst bias at half a step of noise, and its two-sided bound
bias_grid, var_grid = exact_moments(grid, s0)
worst = np.max(np.abs(bias_grid))
a1, a2, a3 = (amplitude(k, s0) for k in (1, 2, 3))
upper = amplitude(np.arange(1, 30), s0).sum()
assert a1 - a3 - 1e-14 <= worst <= upper + 1e-14
assert abs(worst / (np.exp(-np.pi**2 / 2) / np.pi) - 1) < 1e-6
assert a2 / a1 < 1e-6
worst_position = abs(grid[np.argmax(np.abs(bias_grid))])
assert abs(worst_position - 0.25) < 1e-3

# Without noise the worst error is half a step; weak noise approaches it
worst_silent = np.max(np.abs(np.rint(grid) - grid))
assert abs(worst_silent - 0.5) < 1e-12
assert np.max(np.abs(exact_moments(grid, 0.001)[0])) > 0.49

# Number of readings at which the random error equals the bias
b_quarter, v_quarter = (float(m[0]) for m in exact_moments(0.25, s0))
n_equal = int(np.ceil(v_quarter / b_quarter**2))
rng = np.random.default_rng(12345)
blocks = 250
block_means = np.array([np.rint(rng.normal(0.25, s0, n_equal)).mean()
                        for _ in range(blocks)])
sim_bias = block_means.mean() - 0.25
sim_scatter = block_means.std(ddof=1)
sim_error = sim_scatter / np.sqrt(blocks)
assert abs(sim_bias - b_quarter) < 4 * sim_error
assert abs(sim_bias) > 5 * sim_error
# the scatter of 250 blocks is itself known to about 4.5 percent
assert abs(sim_scatter / abs(b_quarter) - 1) < 0.18

# Noise 10 percent weaker than assumed
worst_weaker = np.max(np.abs(exact_moments(grid, 0.9 * s0)[0]))
assert worst_weaker > 2 * worst

# Uniform noise of the same rms: closed form against a direct average
width = s0 * np.sqrt(12)


def sawtooth(y):
    return np.rint(y) - y


def uniform_bias(x):
    low, high = sawtooth(x - width / 2), sawtooth(x + width / 2)
    return (low**2 - high**2) / (2 * width)


samples = ((np.arange(200000) + 0.5) / 200000 - 0.5) * width
for x in (0.1, 0.25, 0.36, 0.45):
    direct = np.rint(x + samples).mean() - x
    assert abs(direct - uniform_bias(x)) < 1e-4
worst_uniform = np.max(np.abs(uniform_bias(grid)))
assert worst_uniform > 10 * worst

# Unequal thresholds: linear formula against random threshold sets
threshold_rms = 0.1
ideal = np.arange(-12, 12) + 0.5
density = np.exp(-(0.25 - ideal)**2 / (2 * s0**2)) / (s0 * np.sqrt(2 * np.pi))
threshold_error = threshold_rms * np.sqrt((density**2).sum())
shifted = ideal + rng.normal(0, threshold_rms, (20000, ideal.size))
set_means = ndtr((0.25 - shifted) / s0).sum(axis=1) - 12
# tolerance covers second-order terms of relative size (0.1/0.5)^2
assert abs(set_means.std() / threshold_error - 1) < 0.06

# Profilometer example, lengths in nm
range_nm, bits = 65536.0, 16
step_nm = range_nm / 2**bits
noise_nm = s0 * step_nm
low_nm, height_nm = 20000.25, 100.5
high_nm = low_nm + height_nm
levels = np.array([low_nm, high_nm]) / step_nm
level_bias = exact_moments(levels, noise_nm / step_nm)[0] * step_nm
height_bias = level_bias[1] - level_bias[0]
silent_codes = np.rint(levels) * step_nm
silent_height_error = silent_codes[1] - silent_codes[0] - height_nm
assert abs(height_bias - 2 * worst * step_nm) < 1e-8
height_random = np.sqrt(2 * v_quarter / n_equal) * step_nm
rate_hz = 1000.0
time_s = n_equal / rate_hz

# Neglected effects for the same example
loop_mm, expansion, temperature_k = 20.0, 12e-6, 0.01
drift_nm = loop_mm * 1e6 * expansion * temperature_k
drift_path = low_nm + drift_nm * (np.arange(20000) + 0.5) / 20000
drift_output = drift_path + exact_moments(drift_path / step_nm, s0)[0] * step_nm
drift_shift = drift_output.mean() - low_nm
assert abs(drift_shift - drift_nm / 2) <= worst * step_nm
scale_error = 0.01
scale_nm = scale_error * height_nm
roughness_nm = 0.2
roughness_height = np.sqrt(2) * roughness_nm
margin = min(low_nm, range_nm - high_nm) / noise_nm
assert margin > 100

print("QUANTISER, lengths in steps")
print(f"noise rms: {s0:.2f} step")
print(f"worst mean error without noise: {worst_silent:.4f} step")
print(f"worst mean error with noise, from definition: {worst:.7f} step")
print(f"first harmonic a1: {a1:.7f} step")
print(f"second harmonic a2: {a2:.2e} step")
print(f"third harmonic a3: {a3:.2e} step")
print(f"damping factor exp(-pi^2/2): {np.exp(-np.pi**2 / 2):.6f}")
print(f"reduction of worst error: {worst_silent / worst:.1f} times")
print(f"distance of worst input from code centre: {worst_position:.3f} step")
for s in (0.2, 0.3, 0.4, 0.5, 0.7):
    w = np.max(np.abs(exact_moments(grid, s)[0]))
    print(f"noise {s:.1f} step: worst {w:.3e}, a1 {amplitude(1, s):.3e} step")
print(f"variance of one reading at x = 0.25: {v_quarter:.5f} step^2")
print(f"variance range over x: {var_grid.min():.4f} to "
      f"{var_grid.max():.4f} step^2")
print(f"readings for random error equal to bias: {n_equal}")
print(f"bias at x = 0.25, exact: {b_quarter:.5f} step")
print(f"bias at x = 0.25, simulated: {sim_bias:.5f} +- {sim_error:.5f} step")
print(f"simulated scatter of averages: {sim_scatter:.5f} step")
print("PROFILOMETER EXAMPLE")
print(f"range: {range_nm / 1000:.3f} um, converter: {bits} bits")
print(f"quantiser step: {step_nm:.3f} nm, noise rms: {noise_nm:.3f} nm")
print(f"lower level: {low_nm:.2f} nm, upper level: {high_nm:.2f} nm")
print(f"true height: {height_nm:.2f} nm")
print(f"bias of lower level: {level_bias[0]:+.5f} nm")
print(f"bias of upper level: {level_bias[1]:+.5f} nm")
print(f"bias of height: {height_bias:+.5f} nm")
print(f"height error without noise: {silent_height_error:+.3f} nm")
print(f"random error of height at that number: {height_random:.5f} nm")
print(f"reading rate: {rate_hz:.0f} per s, time per level: {time_s:.1f} s")
print("NEGLECTED EFFECTS")
print(f"noise 10 % weaker, worst level bias: {worst_weaker * step_nm:.5f} nm")
print(f"uniform noise, same rms, worst: {worst_uniform * step_nm:.4f} nm")
print(f"threshold errors, rms input: {threshold_rms * step_nm:.2f} nm")
print(f"level error from thresholds, rms: {threshold_error * step_nm:.4f} nm")
print(f"frame: {loop_mm:.0f} mm, {expansion * 1e6:.0f}e-6 per K, "
      f"change {temperature_k:.2f} K")
print(f"thermal drift: {drift_nm:.2f} nm, shift of mean: {drift_shift:.2f} nm")
print(f"scale error {100 * scale_error:.0f} %, in height: {scale_nm:.2f} nm")
print(f"roughness rms {roughness_nm:.1f} nm, in height: "
      f"{roughness_height:.2f} nm")
print(f"distance to end of range: {margin:.0f} noise rms")
print("all good")
```

Running it gives:

```
QUANTISER, lengths in steps
noise rms: 0.50 step
worst mean error without noise: 0.5000 step
worst mean error with noise, from definition: 0.0022892 step
first harmonic a1: 0.0022892 step
second harmonic a2: 4.26e-10 step
third harmonic a3: 5.46e-21 step
damping factor exp(-pi^2/2): 0.007192
reduction of worst error: 218.4 times
distance of worst input from code centre: 0.250 step
noise 0.2 step: worst 1.451e-01, a1 1.445e-01 step
noise 0.3 step: worst 5.387e-02, a1 5.387e-02 step
noise 0.4 step: worst 1.353e-02, a1 1.353e-02 step
noise 0.5 step: worst 2.289e-03, a1 2.289e-03 step
noise 0.7 step: worst 2.006e-05, a1 2.006e-05 step
variance of one reading at x = 0.25: 0.33333 step^2
variance range over x: 0.3254 to 0.3413 step^2
readings for random error equal to bias: 63605
bias at x = 0.25, exact: -0.00229 step
bias at x = 0.25, simulated: -0.00262 +- 0.00015 step
simulated scatter of averages: 0.00245 step
PROFILOMETER EXAMPLE
range: 65.536 um, converter: 16 bits
quantiser step: 1.000 nm, noise rms: 0.500 nm
lower level: 20000.25 nm, upper level: 20100.75 nm
true height: 100.50 nm
bias of lower level: -0.00229 nm
bias of upper level: +0.00229 nm
bias of height: +0.00458 nm
height error without noise: +0.500 nm
random error of height at that number: 0.00324 nm
reading rate: 1000 per s, time per level: 63.6 s
NEGLECTED EFFECTS
noise 10 % weaker, worst level bias: 0.00585 nm
uniform noise, same rms, worst: 0.0566 nm
threshold errors, rms input: 0.10 nm
level error from thresholds, rms: 0.0751 nm
frame: 20 mm, 12e-6 per K, change 0.01 K
thermal drift: 2.40 nm, shift of mean: 1.20 nm
scale error 1 %, in height: 1.01 nm
roughness rms 0.2 nm, in height: 0.28 nm
distance to end of range: 40000 noise rms
all good
```
